# Corner turn-on in doped and undoped trigate fins: test program

```python
"""
Result under test: in a long trigate fin the subthreshold potential lead of a
sharp corner over the middle of a side wall is
    phi_corner - phi_side = (q*N/eps_si) * (u_side - u_corner),
with N the acceptor density. It vanishes with N: an undoped fin has no early
corner channel. Here u is the geometric function obeying
    -div(eps grad u) = eps_si in silicon, 0 in oxide, u = 0 on the gate.
phi: potential (V), zero where n = ni; midgap gate, so phi = VG on the gate.
Lengths in nm, densities inside the program in nm^-3, energies in eV.
Half of the cross-section is solved: x = 0 is the mirror plane, y = 0 the bottom.
"""
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve, eigsh
from scipy.interpolate import RegularGridInterpolator
from scipy.signal import find_peaks
from scipy import constants as const

T = 300.0
VT = const.k * T / const.e
CHARGE = const.e / const.epsilon_0 * 1e9       # q/eps0 in V nm
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
EPS_SI, EPS_OX = 11.7, 3.9
CM3 = 1e-21                                    # cm^-3 to nm^-3
NI = 1e10 * CM3
WIDTH, HEIGHT, TOX = 20.0, 30.0, 2.0
HALF = WIDTH / 2
BOX = 145.0
SQUARE = 5.0                                   # side of the corner squares
NA = 5e18 * CM3
N_PROBE, N_ON = 1e16 * CM3, 1e17 * CM3


def axis(marks, steps, refine):
    parts = [np.array([marks[0]])]
    for a, b, s in zip(marks[:-1], marks[1:], steps):
        parts.append(np.linspace(a, b, int(round((b - a) / s * refine)) + 1)[1:])
    return np.concatenate(parts)


def build(height, refine=1, eps_out=EPS_OX):
    """Finite-volume operator on a tensor grid; gate nodes are eliminated."""
    x = axis([0, HALF - 3, HALF, HALF + TOX], [0.5, 0.2, 0.5], refine)
    y = axis([0, height - 10, height - 3, height, height + TOX],
             [1.0, 0.5, 0.2, 0.5], refine)
    nx, ny = len(x), len(y)
    dx, dy = np.diff(x)[:, None], np.diff(y)[None, :]
    xc = (x[:-1] + x[1:])[:, None] / 2
    yc = (y[:-1] + y[1:])[None, :] / 2
    silicon = (xc < HALF) & (yc < height)
    eps = np.where(silicon, EPS_SI, eps_out)
    index = np.arange(nx * ny).reshape(nx, ny)
    first, second, weight = [], [], []
    for k in (0, 1):
        first.append(index[:-1, k:ny - 1 + k].ravel())
        second.append(index[1:, k:ny - 1 + k].ravel())
        weight.append((eps * dy / (2 * dx)).ravel())
        first.append(index[k:nx - 1 + k, :-1].ravel())
        second.append(index[k:nx - 1 + k, 1:].ravel())
        weight.append((eps * dx / (2 * dy)).ravel())
    a, b, g = map(np.concatenate, (first, second, weight))
    K = sp.coo_matrix((np.concatenate([g, g, -g, -g]),
                       (np.concatenate([a, b, a, b]),
                        np.concatenate([a, b, b, a]))),
                      shape=(nx * ny, nx * ny)).tocsr()
    free = index[:-1, :-1].ravel()

    def to_nodes(cell_values):
        out = np.zeros((nx, ny))
        for i in (0, 1):
            for j in (0, 1):
                out[i:nx - 1 + i, j:ny - 1 + j] += cell_values / 4
        return out.ravel()[free]

    Kff = K[free][:, free].tocsc()
    cell = dx * dy
    near = silicon & (xc > HALF - SQUARE) & (yc > height - SQUARE)
    return SimpleNamespace(x=x, y=y, K=Kff,
                           gate=np.asarray(Kff.sum(axis=1)).ravel(),
                           area=to_nodes(cell * silicon),
                           corner_area=to_nodes(cell * near),
                           eps_area=to_nodes(cell * eps))


def node(m, px, py):
    i, j = np.argmin(abs(m.x - px)), np.argmin(abs(m.y - py))
    return i * (len(m.y) - 1) + j


def geometric_u(m):
    return spsolve(m.K, EPS_SI * m.area)


def poisson(m, vg, doping, phi):
    """Newton solution with electrons, holes and acceptors."""
    phi = phi.copy()
    for _ in range(100):
        n, p = NI * np.exp(phi / VT), NI * np.exp(-phi / VT)
        residual = (m.K @ phi - m.gate * vg
                    - CHARGE * m.area * (p - n - doping))
        jac = m.K + sp.diags(CHARGE * m.area * (n + p) / VT)
        step = np.clip(spsolve(jac.tocsc(), -residual), -0.2, 0.2)
        phi += step
        if np.max(abs(step)) < 1e-9:
            return phi
    raise RuntimeError("Poisson iteration did not converge")


def start(vg, doping, u):
    guess = vg - CHARGE * doping / EPS_SI * u
    floor = -VT * np.log(doping / NI) if doping > NI else 0.0
    return np.maximum(guess, floor)


# ---- linear solver against independent solutions
tall = build(100.0)
u_tall = geometric_u(tall)
side_1d = EPS_SI / EPS_OX * TOX * HALF
centre_1d = side_1d + WIDTH**2 / 8
assert abs(u_tall[node(tall, HALF, 0)] / side_1d - 1) < 2e-3
assert abs(u_tall[node(tall, 0, 0)] / centre_1d - 1) < 2e-3

plain = build(HEIGHT, eps_out=EPS_SI)          # one permittivity: Fourier series
u_plain = geometric_u(plain)[node(plain, HALF, HEIGHT)]
lx, ly = HALF + TOX, HEIGHT + TOX
kx = ((np.arange(500) + 0.5) * np.pi / lx)[:, None]
ky = ((np.arange(500) + 0.5) * np.pi / ly)[None, :]
u_series = np.sum(4 / (lx * ly) * np.sin(kx * HALF) / kx * np.sin(ky * HEIGHT) / ky
                  * np.cos(kx * HALF) * np.cos(ky * HEIGHT) / (kx**2 + ky**2))
assert abs(u_plain / u_series - 1) < 0.02      # mesh error at the corner

fin = build(HEIGHT)
u = geometric_u(fin)
corner, side = node(fin, HALF, HEIGHT), node(fin, HALF, HEIGHT / 2)
top, bottom = node(fin, 0, HEIGHT), node(fin, 0, 0)
delta_u = u[side] - u[corner]
fine = build(HEIGHT, refine=2)
u_fine = geometric_u(fine)
delta_fine = (u_fine[node(fine, HALF, HEIGHT / 2)]
              - u_fine[node(fine, HALF, HEIGHT)])
assert delta_u > 0 and u[top] > u[corner]
assert abs(delta_u / delta_fine - 1) < 0.03    # mesh error at the corner

# ---- corner lead of doped fins: full nonlinear solution against the formula
leads = {}
for doping in (1e18 * CM3, NA):
    vg = VT * np.log(N_PROBE / NI) + CHARGE * doping / EPS_SI * u[corner]
    phi = poisson(fin, vg, doping, start(vg, doping, u))
    formula = CHARGE * doping / EPS_SI * delta_u
    leads[doping] = (phi[corner] - phi[side], formula)
    assert abs(leads[doping][0] / formula - 1) < 0.02
phi_doped, vg_doped = phi, vg

# ---- undoped fin: bound and first-order law for the mobile charge
vg_undoped = VT * np.log(N_PROBE / NI)
phi_undoped = poisson(fin, vg_undoped, 0.0, start(vg_undoped, 0.0, u))
lead_undoped = phi_undoped[corner] - phi_undoped[side]
lead_first = CHARGE * N_PROBE / EPS_SI * delta_u
assert abs(lead_undoped / lead_first - 1) < 0.10   # next order is about n*u*q/(eps*VT)
for vg in (vg_undoped, 0.45, 0.50):
    phi = poisson(fin, vg, 0.0, start(vg, 0.0, u))
    drop = vg - phi
    bound = CHARGE * NI * np.exp(vg / VT) / EPS_SI * u
    assert np.all(drop > -1e-9) and np.all(drop < bound + 1e-9)


def share(phi):
    n = np.exp(phi / VT)
    return np.sum(fin.corner_area * n) / np.sum(fin.area * n)


area_share = fin.corner_area.sum() / fin.area.sum()
share_undoped, share_doped = share(phi_undoped), share(phi_doped)
assert abs(share_undoped / area_share - 1) < 0.08  # small mobile-charge correction
assert share_doped > 0.8

# ---- gate sweeps: local turn-on and curvature of the electron line charge


def sweep(doping, v_first, v_last, dv=0.02):
    volts = np.arange(v_first, v_last + dv / 2, dv)
    phi = start(volts[0], doping, u)
    charge, n_corner, n_side = [], [], []
    for v in volts:
        phi = poisson(fin, v, doping, phi)
        n = NI * np.exp(phi / VT)
        charge.append(2 * np.sum(fin.area * n))
        n_corner.append(n[corner])
        n_side.append(n[side])
    on = [np.interp(np.log(N_ON), np.log(z), volts) for z in (n_corner, n_side)]
    curve = np.diff(charge, 2) / dv**2
    curve /= curve.max()
    peaks = find_peaks(curve, prominence=0.02)[0]
    return SimpleNamespace(v=volts, vm=volts[1:-1], curve=curve, peaks=peaks,
                           on=on, nc=np.array(n_corner), ns=np.array(n_side),
                           phi=phi)


undoped = sweep(0.0, 0.20, 1.10)
doped = sweep(NA, 0.40, 1.60)
split_undoped = undoped.on[1] - undoped.on[0]
split_doped = doped.on[1] - doped.on[0]
assert 0 <= split_undoped < VT
assert split_doped > 0.9 * leads[NA][1] and split_doped > 3 * VT
assert len(undoped.peaks) == 1
i_strong = np.argmin(abs(undoped.v - 0.80))
crowding = undoped.nc[i_strong] / undoped.ns[i_strong]
assert crowding > 1

# ---- quantum confinement, hard walls, three valley pairs (mass_x, mass_y)
VALLEYS = ((0.92, 0.19), (0.19, 0.92), (0.19, 0.19))


def box_states(length, mass):
    k = np.arange(1, 301)
    w = np.exp(-KIN * (np.pi * k / length)**2 / mass / VT)
    end = SQUARE / length - np.sin(2 * np.pi * k * SQUARE / length) / (2 * np.pi * k)
    return w.sum(), np.sum(w * end) / w.sum()


def quantum_undoped():
    ratio, near = [], []
    for mx, my in VALLEYS:
        zx, fx = box_states(WIDTH, mx)
        zy, fy = box_states(HEIGHT, my)
        classical = WIDTH * HEIGHT * np.sqrt(mx * my) * VT / (4 * np.pi * KIN)
        ratio.append(zx * zy / classical)
        near.append(2 * fx * fy)
    return -VT * np.log(np.mean(ratio)), np.average(near, weights=ratio)


def quantum_doped(phi, vg, nx=24, ny=74):
    full = np.full((len(fin.x), len(fin.y)), vg)
    full[:-1, :-1] = phi.reshape(len(fin.x) - 1, len(fin.y) - 1)
    hx, hy = HALF / (nx + 0.5), HEIGHT / (ny + 1)
    gx, gy = np.meshgrid((np.arange(nx) + 0.5) * hx, np.arange(1, ny + 1) * hy,
                         indexing="ij")
    pot = RegularGridInterpolator((fin.x, fin.y), full)(
        np.column_stack([gx.ravel(), gy.ravel()]))
    dxx = sp.diags([-np.ones(nx - 1), np.r_[1.0, 2 * np.ones(nx - 1)],
                    -np.ones(nx - 1)], [-1, 0, 1]) / hx**2
    dyy = sp.diags([-np.ones(ny - 1), 2 * np.ones(ny), -np.ones(ny - 1)],
                   [-1, 0, 1]) / hy**2
    near = ((gx > HALF - SQUARE) & (gy > HEIGHT - SQUARE)).ravel()
    integral = np.sum(fin.area * np.exp(phi / VT))
    ratio, part = [], []
    for mx, my in VALLEYS:
        ham = (sp.kron(dxx, sp.identity(ny)) * (KIN / mx)
               + sp.kron(sp.identity(nx), dyy) * (KIN / my) - sp.diags(pot))
        energy, psi = eigsh(ham.tocsc(), k=50, sigma=-pot.max(), which="LM",
                            v0=np.ones(nx * ny))
        w = np.exp(-energy / VT)
        assert w.min() / w.max() < 0.01        # enough states are included
        ratio.append(w.sum() / (np.sqrt(mx * my) * VT / (4 * np.pi * KIN) * integral))
        part.append(np.sum(w * np.sum(psi[near]**2, axis=0)) / w.sum())
    return -VT * np.log(np.mean(ratio)), np.average(part, weights=ratio)


shift_q_undoped, share_q_undoped = quantum_undoped()
shift_q_doped, share_q_doped = quantum_doped(phi_doped, vg_doped)
assert share_q_undoped < area_share
assert share_q_doped > 3 * share_q_undoped

# ---- other neglected effects
kappa2 = eigsh(fin.K, k=1, M=sp.diags(fin.eps_area).tocsc(), sigma=0,
               which="LM", return_eigenvectors=False)[0]
decay = 1 / np.sqrt(kappa2)
bottom_weight = np.zeros((len(fin.x) - 1, len(fin.y) - 1))
node_width = np.r_[np.diff(fin.x)[0] / 2, (fin.x[2:] - fin.x[:-2]) / 2]
bottom_weight[:, 0] = EPS_OX / BOX * node_width
phi_box = spsolve((fin.K + sp.diags(bottom_weight.ravel())).tocsc(),
                  fin.gate * vg_undoped)       # substrate held at phi = 0
m_dos = (0.92 * 0.19**2)**(1 / 3)
n_c = 12 * (m_dos * VT / (4 * np.pi * KIN))**1.5
n_star = VT * EPS_SI / (CHARGE * delta_u)
field_si = CHARGE * NA * HALF / EPS_SI * 10
field_ox = (doped.v[-1] - doped.phi[side]) / TOX * 10


def row(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


row("temperature", T, "K")
row("thermal voltage", 1e3 * VT, "mV")
row("fin width", WIDTH, "nm")
row("fin height", HEIGHT, "nm")
row("oxide thickness", TOX, "nm")
row("relative permittivity Si", EPS_SI)
row("relative permittivity oxide", EPS_OX)
row("intrinsic density", NI / CM3, "cm^-3")
row("heavy doping", NA / CM3, "cm^-3")
row("u side, tall fin, 1D formula", side_1d, "nm^2")
row("u side, tall fin, 2D solver", u_tall[node(tall, HALF, 0)], "nm^2")
row("one-permittivity corner u, solver", u_plain, "nm^2")
row("one-permittivity corner u, series", u_series, "nm^2")
row("u corner", u[corner], "nm^2")
row("u middle of side", u[side], "nm^2")
row("u middle of top", u[top], "nm^2")
row("u bottom centre", u[bottom], "nm^2")
row("u side minus corner", delta_u, "nm^2")
row("same, refined mesh", delta_fine, "nm^2")
for doping, (full_lead, formula) in leads.items():
    row(f"lead at {doping / CM3:.0e} cm^-3, full", 1e3 * full_lead, "mV")
    row(f"lead at {doping / CM3:.0e} cm^-3, formula", 1e3 * formula, "mV")
row("probe electron density", N_PROBE / CM3, "cm^-3")
row("lead undoped at probe, full", 1e3 * lead_undoped, "mV", 3)
row("lead undoped at probe, first order", 1e3 * lead_first, "mV", 3)
row("lead for residual 1e16 cm^-3", 1e3 * CHARGE * 1e16 * CM3 / EPS_SI * delta_u, "mV", 3)
row("doping where lead = kT/q", n_star / CM3, "cm^-3", 3)
row("gate voltage at probe, undoped", vg_undoped, "V")
row("gate voltage at probe, doped", vg_doped, "V")
row("corner squares, side length", SQUARE, "nm")
row("corner squares, area share", 100 * area_share, "%", 3)
row("electron share there, undoped", 100 * share_undoped, "%", 3)
row("electron share there, doped", 100 * share_doped, "%", 3)
row("local turn-on density", N_ON / CM3, "cm^-3")
for name, s in (("undoped", undoped), ("doped", doped)):
    print(f"{name} turn-on corner, side: {s.on[0]:.4f}, {s.on[1]:.4f} V")
    print(f"{name} turn-on split: {1e3 * (s.on[1] - s.on[0]):.1f} mV")
    print(f"{name} curvature maxima (V, relative height): "
          + "; ".join(f"{s.vm[i]:.2f}, {s.curve[i]:.2f}" for i in s.peaks))
    print(f"{name} curvature, V:height: "
          + " ".join(f"{v:.2f}:{c:.2f}" for v, c in zip(s.vm[4::5], s.curve[4::5])))
row("undoped corner/side density at 0.80 V", crowding, "", 3)
row("quantum shift, undoped", 1e3 * shift_q_undoped, "mV", 3)
row("quantum shift, doped", 1e3 * shift_q_doped, "mV", 3)
row("quantum corner share, undoped", 100 * share_q_undoped, "%", 3)
row("quantum corner share, doped", 100 * share_q_doped, "%", 3)
row("source/drain decay length", decay, "nm", 3)
row("buried oxide thickness", BOX, "nm")
row("BOX column: corner minus side", 1e3 * (phi_box[corner] - phi_box[side]), "mV", 3)
row("BOX column: corner minus bottom", 1e3 * (phi_box[corner] - phi_box[bottom]), "mV", 3)
row("conduction-band density Nc", n_c / CM3, "cm^-3", 3)
row("undoped corner density at 0.80 V / Nc", undoped.nc[i_strong] / n_c, "", 3)
row("doped side silicon field, 1D", field_si, "MV/cm", 3)
row("doped side oxide field at 1.60 V", field_ox, "MV/cm", 3)
row("mean acceptors in a 5 nm cube", NA * SQUARE**3, "", 3)
print("success")
```

It prints:

```
temperature: 300 K
thermal voltage: 25.85 mV
fin width: 20 nm
fin height: 30 nm
oxide thickness: 2 nm
relative permittivity Si: 11.7
relative permittivity oxide: 3.9
intrinsic density: 1e+10 cm^-3
heavy doping: 5e+18 cm^-3
u side, tall fin, 1D formula: 60 nm^2
u side, tall fin, 2D solver: 60 nm^2
one-permittivity corner u, solver: 4.344 nm^2
one-permittivity corner u, series: 4.348 nm^2
u corner: 19.47 nm^2
u middle of side: 51.57 nm^2
u middle of top: 40.58 nm^2
u bottom centre: 103.3 nm^2
u side minus corner: 32.1 nm^2
same, refined mesh: 31.98 nm^2
lead at 1e+18 cm^-3, full: 49.63 mV
lead at 1e+18 cm^-3, formula: 49.64 mV
lead at 5e+18 cm^-3, full: 248.2 mV
lead at 5e+18 cm^-3, formula: 248.2 mV
probe electron density: 1e+16 cm^-3
lead undoped at probe, full: 0.473 mV
lead undoped at probe, first order: 0.496 mV
lead for residual 1e16 cm^-3: 0.496 mV
doping where lead = kT/q: 5.21e+17 cm^-3
gate voltage at probe, undoped: 0.3572 V
gate voltage at probe, doped: 0.5077 V
corner squares, side length: 5 nm
corner squares, area share: 8.33 %
electron share there, undoped: 8.49 %
electron share there, doped: 97.3 %
local turn-on density: 1e+17 cm^-3
undoped turn-on corner, side: 0.4192, 0.4239 V
undoped turn-on split: 4.7 mV
undoped curvature maxima (V, relative height): 0.44, 1.00
undoped curvature, V:height: 0.30:0.03 0.40:0.69 0.50:0.81 0.60:0.39 0.70:0.21 0.80:0.12 0.90:0.08 1.00:0.05
doped turn-on corner, side: 0.5673, 0.8228 V
doped turn-on split: 255.5 mV
doped curvature maxima (V, relative height): 0.76, 0.80; 0.94, 1.00
doped curvature, V:height: 0.50:0.00 0.60:0.02 0.70:0.53 0.80:0.76 0.90:0.87 1.00:0.80 1.10:0.30 1.20:0.14 1.30:0.08 1.40:0.05 1.50:0.04
undoped corner/side density at 0.80 V: 8.73
quantum shift, undoped: 9.62 mV
quantum shift, doped: 109 mV
quantum corner share, undoped: 4.26 %
quantum corner share, doped: 79.9 %
source/drain decay length: 9.03 nm
buried oxide thickness: 145 nm
BOX column: corner minus side: 0.941 mV
BOX column: corner minus bottom: 8.87 mV
conduction-band density Nc: 2.74e+19 cm^-3
undoped corner density at 0.80 V / Nc: 6.78
doped side silicon field, 1D: 0.773 MV/cm
doped side oxide field at 1.60 V: 4.91 MV/cm
mean acceptors in a 5 nm cube: 0.625
success
```
